\section*{The Concus–Finn Corner Condition and Liquid Left in Trench Corners}

\section{A surface over a corner}

\textbf{Q.} A wetting liquid climbs a little where two walls meet. Why should anything drastic happen at a particular contact angle?

\textbf{A.} Let us see what equilibrium demands. Take two plane vertical walls forming a wedge of interior angle $2\alpha<180^\circ$, with no gravity. The liquid lies below a surface of height $u(x,y)$. Its surface tension is $\sigma$ and its contact angle, measured through the liquid, is $\gamma<90^\circ$. The walls are smooth and rigid.

Raising the contact line replaces dry wall by wetted wall. By Young's equation this changes the energy by $-\sigma\cos\gamma$ per unit area. With a multiplier $2H$ for the fixed volume, the quantity to make stationary is
\begin{equation}
\frac{F}{\sigma}=\int\!\sqrt{1+|\nabla u|^2}\,dA-\cos\gamma\oint u\,ds+2H\!\int u\,dA .
\end{equation}
Vary $u$ by $\eta$ and define $\mathbf T=\nabla u/\sqrt{1+|\nabla u|^2}$. The first term changes by $\int\mathbf T\cdot\nabla\eta\,dA$. Integrating by parts, with $\boldsymbol\nu$ the outward normal of the cross-section,
\begin{equation}
\frac{\delta F}{\sigma}=\int(2H-\nabla\cdot\mathbf T)\,\eta\,dA+\oint(\boldsymbol\nu\cdot\mathbf T-\cos\gamma)\,\eta\,ds .
\end{equation}
Since $\eta$ is arbitrary inside and on the walls,
\begin{equation}
\nabla\cdot\mathbf T=2H,\qquad \boldsymbol\nu\cdot\mathbf T=\cos\gamma\ \text{ on the walls.}
\label{eq:cap}
\end{equation}
Here $2H=(p_{\rm gas}-p_{\rm liq})/\sigma$ is a constant.

\textbf{Q.} Those are ordinary equations. Where is the obstacle?

\textbf{A.} In the size of $\mathbf T$. However steep the surface, $|\mathbf T|<1$. Cut off a corner triangle with two legs of length $\ell$ along the walls. Its third side, the chord, has length $2\ell\sin\alpha$, and its area is $\tfrac12\ell^2\sin2\alpha=\ell^2\sin\alpha\cos\alpha$. Integrating the first of Eqs.~(\ref{eq:cap}) over the triangle gives
\begin{equation}
2\ell\cos\gamma+\int_{\rm chord}\mathbf T\cdot\boldsymbol\nu\,ds=2H\ell^2\sin\alpha\cos\alpha .
\label{eq:flux}
\end{equation}
The chord integral is no smaller than $-2\ell\sin\alpha$. Therefore
\begin{equation}
2\ell\cos\gamma\le 2\ell\sin\alpha+2H\ell^2\sin\alpha\cos\alpha .
\end{equation}
Divide by $2\ell$ and let $\ell\to0$. The curvature term vanishes, leaving
\begin{equation}
\cos\gamma\le\sin\alpha\quad\Longleftrightarrow\quad \alpha+\gamma\ge90^\circ .
\label{eq:cf}
\end{equation}
This is the Concus--Finn condition. For a right-angled corner, $\alpha=45^\circ$, it reads $\gamma\ge45^\circ$.

\textbf{Q.} The wall normal is undefined at the apex, and $u$ might be infinite there. Doesn't that spoil the divergence theorem?

\textbf{A.} Remove a tiny neighbourhood of the apex first. The flux through the new cut is at most the length of the cut, because $|\mathbf T|<1$, and so it vanishes as the cut shrinks. Nothing was assumed about the size of $u$. An unbounded height function is excluded too.

\textbf{Q.} You have shown that the condition is necessary. Perhaps the true threshold is higher.

\textbf{A.} A sphere settles that. Put the centre of a sphere of radius $\rho$ above the bisector, at distance $\rho\cos\gamma$ from each wall, and use its lower half. With $\mathbf x$ and $\mathbf x_c$ the horizontal positions of a point and of the centre, $\mathbf T=(\mathbf x-\mathbf x_c)/\rho$. Hence $\nabla\cdot\mathbf T=2/\rho$ is constant, and $\boldsymbol\nu\cdot\mathbf T=\cos\gamma$ on both walls. The apex lies at distance $\rho\cos\gamma/\sin\alpha$ from the centre. The sphere reaches it if $\cos\gamma\le\sin\alpha$, which is condition (\ref{eq:cf}). Equality is allowed; the surface is then vertical at the apex.

\textbf{Q.} Can you show the conflict at a finite size, without a limit?

\textbf{A.} Take a square tube of side $a$. Integrating over the whole square gives $2Ha^2=4a\cos\gamma$, so $2H=4\cos\gamma/a$. With $\ell=0.1a$, Eq.~(\ref{eq:flux}) requires an inward flux through the chord, per chord length, of
\begin{equation}
\frac{2(0.1)\cos\gamma-4\cos\gamma\,(0.1)^2/2}{0.1\sqrt2}=\frac{0.18\cos\gamma}{0.1414}.
\end{equation}
This is 0.636 at $60^\circ$, which is possible, and 1.102 at $30^\circ$, which no surface can supply.

\textbf{Q.} Gravity is never quite zero. Does the threshold survive a little of it?

\textbf{A.} Weak gravity adds $Bu$ to the right side of the first of Eqs.~(\ref{eq:cap}), in units of $a$, where $B=\varrho ga^2/\sigma$ is the Bond number and $\varrho$ the density. I minimised the energy on a triangular mesh with 12 intervals per half side. For $B=1$, 0.3 and 0.1, the corner stands above the centre by $0.285a$, $0.290a$ and $0.292a$ at $60^\circ$. The sphere, of radius $a/(2\cos60^\circ)=a$, gives $a(1-1/\sqrt2)=0.293a$. At $30^\circ$ the same meshes give $20a$, $65a$ and $195a$.

The heights at $30^\circ$ belong to this mesh. At a perfectly sharp corner the height is unbounded for any $B>0$. Gravity adds $B\int u\,dA$ to the right side of Eq.~(\ref{eq:flux}), and this term must supply the excess $2\ell(\cos\gamma-\sin\alpha)$ that the chord cannot. The excess shrinks as $\ell$ but the area as $\ell^2$, so the mean height over the triangle must grow at least as $1/(B\ell)$. The mesh cuts this off at its own spacing. The growth of the cut-off height with falling $B$ has a simple reason. For steep surfaces $\sqrt{1+|\nabla u|^2}\approx|\nabla u|$, so the energy without gravity is of first degree in $u$, while gravity adds $\tfrac12B\int u^2dA$. Setting $u=v/B$ gives both parts the common factor $1/B$. The best $v$ no longer depends on $B$, and the height grows as $1/B$. On this mesh, as gravity fades, the corner rise settles at $60^\circ$ and runs away at $30^\circ$. The mesh has its own threshold, below $45^\circ$. With spacing $h$ in units of $a$, raising the corner node alone by a large $v$ costs $hv/\sqrt2$ in area and $\tfrac23h^2v\cos\gamma$ in the volume term, and returns $hv\cos\gamma$ on the walls. It runs away when $\cos\gamma\,(1-2h/3)>1/\sqrt2$, which is $\gamma<43.3^\circ$ for $h=1/24$ and tends to $45^\circ$ as $h\to0$. At $44^\circ$ the rise on this mesh settles near $0.73a$. With the element diagonals drawn through the corner it settles even at $40^\circ$, and the height at $30^\circ$ for $B=0.1$ is $24a$.

\section{What occupies the corner instead}

\textbf{Q.} Nonexistence of a surface is not existence of trapped liquid. What does the liquid do below $45^\circ$?

\textbf{A.} Try a long filament lying along the corner, with uniform cross-section. Its surface is curved in one direction, so constant pressure makes the section a circular arc. Let its radius be $R$, with the centre on the gas side. The pressure in the liquid is then
\begin{equation}
p_{\rm liq}=p_{\rm gas}-\sigma/R .
\label{eq:lap}
\end{equation}

At the contact point the arc meets the wall at angle $\gamma$. The radius drawn there makes the same angle with the wall normal, so the centre is at distance $R\cos\gamma$ from the wall and $R\cos\gamma/\sin\alpha$ from the apex. The foot of the perpendicular from the centre lies $R\cos\gamma\cos\alpha/\sin\alpha$ along the wall, and the contact point is $R\sin\gamma$ nearer the apex. The wetted length on each wall is thus
\begin{equation}
s=R\,\frac{\cos\gamma\cos\alpha-\sin\gamma\sin\alpha}{\sin\alpha}=R\,\frac{\sin\beta}{\sin\alpha},\qquad \beta=90^\circ-\alpha-\gamma .
\label{eq:wet}
\end{equation}
A positive length needs $\beta>0$. The concave filament exists just where the surface over the corner does not.

\textbf{Q.} How much liquid does it hold?

\textbf{A.} Seen from the centre, the arc spans $2\beta$: the wall normal lies $90^\circ-\alpha$ from the bisector, and the contact radius lies $\gamma$ closer. Apex, centre and contact points form two triangles of base $s$ and height $R\cos\gamma$, with total area $sR\cos\gamma$. Subtracting the gas sector $\beta R^2$, with $\beta$ in radians,
\begin{equation}
A=cR^2,\qquad c=\frac{\cos\gamma\sin\beta}{\sin\alpha}-\beta .
\label{eq:area}
\end{equation}
For $\alpha=45^\circ$ and $\gamma=0$ this is $c=1-\pi/4$, a square less a quarter disc.

\textbf{Q.} It exists on paper. Why would the liquid choose it over a dry corner?

\textbf{A.} Compare energies per unit length. The free surface costs $2\beta R\sigma$ and the wetted walls return $2s\sigma\cos\gamma$:
\begin{equation}
E=2\sigma R\left(\beta-\frac{\cos\gamma\sin\beta}{\sin\alpha}\right)=-\frac{2\sigma A}{R}<0 .
\label{eq:energy}
\end{equation}
The filled corner has the lower surface energy.

\textbf{Q.} Could a cleverer shape do the same above $45^\circ$?

\textbf{A.} No. Let any interface join the two walls at distances $a_1$ and $a_2$ from the apex. Its length $L$ is at least the straight distance, so
\begin{align}
L^2&\ge a_1^2+a_2^2-2a_1a_2\cos2\alpha\nonumber\\
&=(a_1+a_2)^2\sin^2\alpha+(a_1-a_2)^2\cos^2\alpha\ge(a_1+a_2)^2\sin^2\alpha .
\end{align}
It follows that
\begin{equation}
E=\sigma[L-(a_1+a_2)\cos\gamma]\ge\sigma(a_1+a_2)(\sin\alpha-\cos\gamma).
\end{equation}
If $\cos\gamma\le\sin\alpha$, filling a dry corner cannot lower the surface energy.

\textbf{Q.} But I can put a bead of liquid into a corner at $60^\circ$.

\textbf{A.} Yes, with a convex surface. The formulas continue to hold if $R$ is negative along with $\beta$; the area $cR^2$ stays positive. The liquid is then above gas pressure, and eliminating $R$ from Eq.~(\ref{eq:energy}) gives
\begin{equation}
E=\mp2\sigma\sqrt{cA},
\end{equation}
with the upper sign for concave and the lower for convex filaments.

This was tested by minimising the energy over interfaces made of 24 straight segments, with no circle assumed. At $20^\circ$, $43^\circ$, $47^\circ$ and $60^\circ$, $E/(\sigma\sqrt A)$ came out as $-0.708$, $-0.069$, $0.071$ and $0.561$, in agreement with the formula to within 0.001.

Near the threshold the change is gentle. For $\alpha=45^\circ$, $\cos\gamma=\sin(45^\circ+\beta)$, so
\begin{equation}
c=(\cos\beta+\sin\beta)\sin\beta-\beta\approx\beta^2 .
\end{equation}
At fixed suction the filament's area therefore shrinks to zero as $\beta^2R^2$ when $\gamma$ rises to $45^\circ$.

\textbf{Q.} Liquid threads break into drops. Why not this one?

\textbf{A.} Modulate the area along the corner as $A=A_0(1+\epsilon\cos kz)$, which keeps the volume. For long waves each slice has the energy $E(A)$, and the mean of $\cos^2kz$ is $\tfrac12$, so the mean change is
\begin{equation}
\overline{\Delta E}=\tfrac14\epsilon^2A_0^2E''(A_0).
\end{equation}
For the concave filament $E''=\tfrac12\sigma\sqrt c\,A_0^{-3/2}$. Using $\sqrt{cA_0}=cR$, this gives $\overline{\Delta E}=+\epsilon^2\sigma cR/8$. The convex filament has the opposite sign, with $|R|$ for $R$.

Take $\epsilon=0.2$ and a wavelength of $50|R|$. Integrating the full tilted surface gives $+6.35\times10^{-4}\sigma|R|$ at $20^\circ$ and $-3.96\times10^{-4}\sigma|R|$ at $60^\circ$. The long-wave formula, with $c=0.1253$ and 0.0788, gives $6.26\times10^{-4}$ and $-3.94\times10^{-4}$. The concave filament resists long-wave thinning; the convex one lowers its energy by gathering into thicker and thinner parts.

\section{A drying trench}

\textbf{Q.} In a trench the bulk liquid is being removed. Won't the same suction empty the corners?

\textbf{A.} Consider a trench of width $w$. A meniscus spanning it from side wall to side wall has radius $R_s$, where the half-width is $R_s\cos\gamma$:
\begin{equation}
R_s=\frac{w}{2\cos\gamma}.
\end{equation}
Between parallel walls its suction is $\sigma/R_s$. Pinned at the mouth of a full trench it can be flatter, with weaker suction, so $\sigma/R_s$ is the most it can hold. If the liquid pressure falls further, this meniscus has no equilibrium and retreats. A filament in a sharp corner has no such smallest radius. By Eq.~(\ref{eq:lap}) it answers stronger suction with a smaller $R$ and stays.

As a model case take water at 298~K in a silicon trench with oxide-covered walls, 100~nm wide and 300~nm deep. I use rough values: $\sigma=72$~mN/m, molar volume $V_m=18$~cm$^3$/mol and $\gamma=20^\circ$. In drying the contact line recedes, so $\gamma$ is the receding angle. Then $R_s=100/(2\cos20^\circ)=53.2$~nm.

At this suction each corner filament wets 31.8~nm of the floor, less than half the width, so the two stay separate. Together they fill
\begin{equation}
\frac{2(0.1253)(53.2)^2}{100\times300}=2.4\,\%
\end{equation}
of the trench section.

\textbf{Q.} And then they evaporate. Is ``persist'' the right word?

\textbf{A.} Only with a condition. In dry gas the filament does evaporate. In moist gas it can be in equilibrium. Compare it with flat liquid under the same gas pressure, taking the liquid as incompressible and the vapour as ideal. Lowering the liquid pressure by $\sigma/R$ lowers its molar chemical potential by $V_m\sigma/R$. Vapour at relative humidity $h$ lies $R_gT\ln h$ from saturation, with $R_g$ the gas constant. Equality gives the Kelvin equation,
\begin{equation}
\ln h=-\frac{\lambda}{R},\qquad \lambda=\frac{\sigma V_m}{R_gT}=0.523~\text{nm}.
\end{equation}
The spanning meniscus is lost below $h=e^{-0.523/53.2}=99.0\,\%$. At 95\,\% humidity,
\begin{equation}
R=\frac{0.523}{0.0513}=10.2~\text{nm},\qquad \frac{\sigma}{R}=7.06~\text{MPa}=70.6~\text{bar}.
\end{equation}
With $\beta=25^\circ$, Eqs.~(\ref{eq:wet}) and (\ref{eq:area}) give a wetted length of 6.1~nm per wall and an area of 13.0~nm$^2$. The two filaments fill 0.09\,\% of the trench. At the same humidity but $\gamma=60^\circ$, no concave corner filament exists.

\textbf{Q.} Etched corners are not sharp. Doesn't rounding remove the effect?

\textbf{A.} It sets a lower limit on $R$. Let an arc of radius $r$ join the walls smoothly, and let the liquid end on it at angle $\phi$ from the bisector, seen from the arc's centre. There the wall is tilted by $\phi$ and the liquid surface by $\phi-\gamma$. Both arcs share the same half-chord, $r\sin\phi=R\sin(\phi-\gamma)$, so
\begin{equation}
R=\frac{r\sin\phi}{\sin(\phi-\gamma)},\qquad \frac{d\ln R}{d\phi}=\cot\phi-\cot(\phi-\gamma)<0 .
\end{equation}
A numerical scan at $\gamma=20^\circ$, from just above $\phi=\gamma$ to $45^\circ$, shows the area growing with $\phi$. More liquid therefore means stronger suction. At fixed reservoir pressure a slight gain draws in more liquid and a slight loss drives more out, so this branch is unstable.

Once the contact points reach the flat walls, $R$ grows with the area and the balance is stable against small changes. The changeover is at $\phi=90^\circ-\alpha$:
\begin{equation}
R_{\min}=\frac{r\cos\alpha}{\sin\beta}.
\end{equation}
For $r=2$~nm, $R_{\min}=2(0.7071)/0.4226=3.35$~nm, reached at 85.5\,\% humidity. Below that the model has no filament at all. Above it the filament is not always preferred to the dry corner. At fixed humidity the quantity to compare is $E+(\sigma/R)A$, which is $-\sigma cR$ for a sharp corner. For $\alpha=45^\circ$ rounding removes $2kr$ of wetted wall and $kr^2$ of area, with $k=1-\pi/4$, so it becomes $\sigma(-cR+2kr\cos\gamma-kr^2/R)$. This is negative only for $R>5.09$~nm, above 90.2\,\% humidity; between 85.5\,\% and 90.2\,\% the filament is metastable. The wall energy in this comparison belongs to Young's angle, here taken equal to the receding angle, and the limits move quickly with it. For $\gamma=30^\circ$ they are 90.9\,\% and 95.8\,\%, so the filament at 95\,\% would be only metastable. At $R_{\min}$ the liquid on the bisector is only about 0.27~nm thick, less than one molecule, so 85.5\,\% is a formal limit of the continuum model.

\textbf{Q.} How far would you trust these numbers for a real wafer?

\textbf{A.} The dimensions and the low receding angle are meant to resemble a water rinse of clean oxide, but the angle depends on the surface treatment. A trench that narrows toward its floor has a bottom corner wider than $90^\circ$; at $2\alpha=92^\circ$ the threshold drops to $44^\circ$. At $\gamma=20^\circ$ this taper lowers the filament area by 10\,\%, and the spanning meniscus then retreats gradually, over at most 0.3 points of humidity below 99.0\,\%. Humidity and contact angle matter more for the size. A humidity of 94\,\% gives $R=8.5$~nm and 96\,\% gives 12.8~nm, with areas of 9.0 and 20.6~nm$^2$; at 95\,\% an angle of $10^\circ$ or $30^\circ$ gives 19.5 or 5.7~nm$^2$.

The wall also attracts a thin film that the model omits. With a rough Hamaker constant $A_H=10^{-20}$~J, the flat-film pressure $A_H/(6\pi h_f^3)$ equals the suction at thickness $h_f=0.42$~nm. This is about 7\,\% of the wetted length, and it blurs the contact line. It is not small in volume. Over the 700~nm of walls and floor such a film holds about 295~nm$^2$, 1\,\% of the trench section and eleven times the two filaments, so the 0.09\,\% above counts the filaments only. It is only a scale: the film is little more than one molecule thick, and this attraction alone would give complete wetting rather than $\gamma=20^\circ$, so short-range forces set the real film on oxide. A Tolman length of 0.1~nm is 1\,\% of $R$, which indicates the size of the curvature correction to $\sigma$. At the smaller radii of the rounded corner it is 3\,\% and 2\,\%, and through the Kelvin equation alone it moves the limits 85.5\,\% and 90.2\,\% by about 0.4 and 0.2 points. In a sharp corner the filament is 3.35~nm thick on the bisector, some eleven molecular sizes of 0.31~nm (2.5~nm, or eight, with 2~nm rounding), and the thermal roughness scale $\sqrt{k_BT/\sigma}$ is 0.24~nm. Continuum theory gives the scale of the filament here, provided the real adsorbed film is thin beside these 3~nm, and it would fail at much lower humidity. Gravity is negligible: its pressure would match the suction over a height of 720~m.

\textbf{Q.} Seventy bar of suction sounds ready to pull the walls over.

\textbf{A.} It acts on a strip a few nanometres high at the foot of the wall. Treat the wall as a plate clamped at a rigid foot, of thickness $t=30$~nm, height $d=300$~nm and rough modulus $Y=160$~GPa. Its bending stiffness is $D=Yt^3/12$, with $Y$ read as the plane-strain modulus along the wall height. In silicon this depends on direction: 141 to 145~GPa for a wall on a (001) wafer, which raises the deflections below by 11 to 13\,\%, and 170 to 188~GPa with [110] vertical. One filament pulls with force per length $f=(\sigma/R)s+\sigma\sin\gamma$. Placing all of it at height $s$, the top of the strip, gives a tip deflection
\begin{equation}
\delta=\frac{fs^2(3d-s)}{6D}\approx1~\text{pm}.
\end{equation}
A trench filled to the top on one side of the wall, at its own weaker suction $\sigma/R_s$, gives
\begin{equation}
\delta=\frac{(\sigma/R_s)d^4}{8D}+\frac{\sigma\sin\gamma\,d^3}{3D}=4.4~\text{nm}.
\end{equation}
Shear, yielding of the foot and the pull $\sigma\cos\gamma$ along the wall are left out. They matter most for the filament, whose pull acts at a height below the wall thickness: on an elastic substrate its 1~pm becomes some 7 to 11~pm, depending on how the load is spread over the strip and how much substrate is counted, or about 17~pm with the pull along the wall and the load on the floor. For the full trench an elastic foot gives about 5~nm, and the narrowing of the gap and tilt of the wall add 5 to 10\,\% to the clamped value. Neither load collapses this wall, but with an elastic foot the full trench bends it some hundreds of times more, because a weaker suction has the whole wall as its lever. The remaining numerical values are in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Corner triangle leg / square side: 0.10
Needed chord flux / chord length, 60 deg: 0.636
Needed chord flux / chord length, 30 deg: 1.102
Bond 1.0: corner rise/side, 60 deg 0.285, 30 deg 19.65
Bond 0.3: corner rise/side, 60 deg 0.290, 30 deg 65.11
Bond 0.1: corner rise/side, 60 deg 0.292, 30 deg 195.00
Spherical cap rise/side, 60 deg: 0.293
E/(sigma sqrt(A)), 20 deg: minimised -0.7077, formula -0.7079
E/(sigma sqrt(A)), 43 deg: minimised -0.0690, formula -0.0690
E/(sigma sqrt(A)), 47 deg: minimised 0.0706, formula 0.0706
E/(sigma sqrt(A)), 60 deg: minimised 0.5614, formula 0.5614
Long-wave cost/(sigma |R|), 20 deg: 6.35e-04
Long-wave cost/(sigma |R|), 60 deg: -3.96e-04
(area amplitude 0.2, wavelength 50 |R|)
Contact angle: 20 deg
beta: 25 deg = 0.4363 rad
Surface tension: 72 mN/m
Molar volume: 18 cm3/mol
Temperature: 298 K
Trench width, depth: 100, 300 nm
Relative humidity: 95 %
Kelvin length sigma Vm/(Rg T): 0.523 nm
Area coefficient c: 0.1253
Filament radius R: 10.20 nm
Wetted length per wall: 6.09 nm
Thickness on the bisector: 3.35 nm
Filament area: 13.0 nm2
Suction: 7.06 MPa = 70.6 bar
Wall-to-wall meniscus radius: 53.2 nm
Humidity at that radius: 99.02 %
Wetted length at that radius: 31.8 nm
Two filaments / trench area then: 2.36 %
Two filaments / trench area at 95 %: 0.087 %
Corner rounding radius: 2.0 nm
Smallest stable R: 3.35 nm
Humidity at smallest R: 85.5 %
R at 94 % and 96 %: 8.45, 12.81 nm
Hamaker constant: 1e-20 J
van der Waals film thickness: 0.42 nm
Tolman length, ratio to R: 0.1 nm, 1.0 %
Thermal roughness scale: 0.24 nm
Molecular size: 0.31 nm
Bond number of filament: 1.4e-11
Height where gravity matches suction: 720 m
Wall thickness, modulus: 30 nm, 160 GPa
Wall tip bending, one filament: 1.04 pm
Wall tip bending, one full side: 4.42 nm
\end{verbatim}
